# Sigma-pi, bent and complex orbitals of ethylene in the Perdew-Zunger energy

## The problem

The double bond of ethylene can be described by a CC sigma orbital and a pi orbital, or by two equivalent bent bonds, one on each side of the molecular plane. A Slater determinant does not distinguish the two descriptions, but the Perdew-Zunger self-interaction correction does, because it is a sum over individual orbital densities.

Take planar ethylene with clamped nuclei, CC distance 1.33 Å, CH distance 1.09 Å and all HCC angles 120°, in the 6-31G basis with 26 functions. The functional is the local spin-density approximation (LSDA) with Slater exchange and Perdew-Wang correlation. A self-consistent LSDA calculation gives eight doubly occupied real orbitals $\psi_p$ and the energy $E_{\rm LSDA}=-77.798$ hartree. These orbitals are now frozen, and only unitary mixtures among them are allowed, the same for both spins:

$$\varphi_i=\sum_p\psi_pU_{pi},\qquad n_i=|\varphi_i|^2 .$$

The energy is

$$E_{\rm PZ}[U]=E_{\rm LSDA}-2\sum_{i=1}^{8}\left(E_{\rm H}[n_i]+E_{\rm xc}[n_i,0]\right),\qquad E_{\rm H}[n]=\tfrac12(n|n),$$

where $(f|g)=\iint f(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$, and $E_{\rm xc}[n_i,0]$ is the energy of a fully spin-polarised density. The factor 2 counts the spins.

Which set has the lowest energy: sigma-pi, bent bonds, or a set that needs complex coefficients?

Since $\sum_iU_{pi}U_{qi}^*=\delta_{pq}$, the one-particle density matrix $\sum_i\varphi_i(\mathbf r)\varphi_i^*(\mathbf r')=\sum_p\psi_p(\mathbf r)\psi_p(\mathbf r')$ does not depend on $U$. Hence $E_{\rm LSDA}$ is common to all sets, and the self-interaction sum alone decides. Relaxation of the total density under $E_{\rm PZ}$ is left out.

## A first estimate by scaling

Consider the two orbitals of the double bond. Here $\pi$ is the canonical pi orbital, and $\sigma$ is the localised CC orbital of the optimised real sigma-pi set described below, a mixture of the canonical sigma orbitals. There are three ways to choose the pair: $\sigma$ and $\pi$; the bent pair $(\sigma\pm\pi)/\sqrt2$; and the complex pair $(\sigma\pm i\pi)/\sqrt2$. Both members of the complex pair have the density $(\sigma^2+\pi^2)/2$. Coulomb integrals over these orbitals give the summed self-Hartree energies per spin:

- sigma-pi: 0.607 hartree
- bent: 0.623 hartree
- complex: 0.562 hartree

Measured by self-repulsion, the bent orbitals are thus more compact than sigma and pi, and the complex ones less compact. All three pairs have the same summed density $\sigma^2+\pi^2$, and hence the same summed second moment about the bond centre, 1.95 Å². Measured about each orbital's own centroid, the summed spread falls to 1.78 Å² for the bent pair, whose centroids are displaced from the plane, and stays at 1.95 Å² for the complex pair, whose lower self-repulsion is thus not a change of size in this sense.

Suppose that such a change acts like a uniform scaling, $n_\lambda(\mathbf r)=\lambda^3n(\lambda\mathbf r)$. Substituting $\mathbf s=\lambda\mathbf r$ in the Coulomb integral gives $E_{\rm H}[n_\lambda]=\lambda E_{\rm H}[n]$. Local exchange is proportional to $-\int n^{4/3}d^3r$; the factor $\lambda^4$ from the density and $\lambda^{-3}$ from the volume element leave $E_{\rm x}[n_\lambda]=\lambda E_{\rm x}[n]$. The two energies change by the same fraction. With correlation neglected, the energy change for both spins is

$$\Delta E\approx-2(\lambda-1)\left(E_{\rm H}+E_{\rm x}\right),$$

with $E_{\rm H}$ and $E_{\rm x}$ summed over the sigma-pi pair. For one electron the true exchange energy is $-E_{\rm H}$, and local exchange imitates this roughly, so the bracket is small.

The estimate therefore predicts two opposing contributions of nearly equal size. From sigma-pi to bent, the Hartree part is $-2(0.623-0.607)\approx-0.03$ hartree, and exchange should return about $+0.03$. From sigma-pi to complex, the Hartree part is $-2(0.562-0.607)=+0.09$ hartree, and exchange should give about $-0.09$. The sign of the sum rests on the small bracket. For the sigma-pi pair it is about $+0.06$ hartree, so scaling taken literally gives about $-0.003$ hartree for bent bonds and $+0.009$ hartree for the complex pair. A remainder this small can be overturned by a change of shape.

A limiting case shows what spreading costs when the orbitals do not overlap. Let two orbitals have densities $a$ and $b$ of the same shape, very far apart, with $J=(a|a)=(b|b)$. Their self-Hartree energies sum to $J$, and their exchange energies to about $-J$. If both orbitals are given the density $(a+b)/2$, the Hartree sum becomes $\frac14(a+b|a+b)\to J/2$. In the exchange sum, $\int a^{4/3}+\int b^{4/3}$ is replaced by

$$2\int\left(\frac{a+b}{2}\right)^{4/3}d^3r=2\cdot2^{-4/3}\left(\int a^{4/3}d^3r+\int b^{4/3}d^3r\right),$$

which is smaller by the factor $2^{-1/3}=0.794$. Hence

$$\Delta E\approx-2\left[(0.5-1)J-(0.794-1)J\right]=+0.59\,J .$$

Spreading is then strongly unfavourable, so two orbitals far apart gain nothing from it. Sigma and pi share the same region, and this limit does not decide their case.

## The exact solution

### Two orbitals on a disc

The general mixture of $\sigma$ and $\pi$, up to phases that do not affect densities, is

$$\varphi_1=\cos\theta\,\sigma+e^{i\chi}\sin\theta\,\pi,\qquad \varphi_2=-e^{-i\chi}\sin\theta\,\sigma+\cos\theta\,\pi .$$

Squaring the first gives

$$n_1=\cos^2\theta\,\sigma^2+\sin^2\theta\,\pi^2+2\sin\theta\cos\theta\cos\chi\,\sigma\pi .$$

In $n_2$ the weights of $\sigma^2$ and $\pi^2$ are exchanged and the last term changes sign. Define $z=\cos2\theta$ and $x=\sin2\theta\cos\chi$. With $\cos^2\theta=(1+z)/2$ and $\sin^2\theta=(1-z)/2$,

$$n_{1,2}=m\pm d,\qquad m=\frac{\sigma^2+\pi^2}{2},\qquad d=z\Delta+x\,\sigma\pi,\qquad \Delta=\frac{\sigma^2-\pi^2}{2}.$$

Since $x^2+z^2=1-\sin^22\theta\sin^2\chi$, every choice is a point on the unit disc. Real mixtures lie on its rim: sigma-pi at $z=\pm1$, bent bonds at $x=\pm1$. Complex mixtures fill the interior, with $(\sigma\pm i\pi)/\sqrt2$ at the centre.

The distance from the centre can be read from an orbital itself. As $\sigma$ and $\pi$ are real and orthonormal, $\int\varphi_1^2\,d^3r=\cos^2\theta+e^{2i\chi}\sin^2\theta$, and therefore

$$r^2\equiv\left|\int\varphi_1^2\,d^3r\right|^2=1-4\sin^2\theta\cos^2\theta\sin^2\chi=x^2+z^2 .$$

An orbital that is real up to a phase has $r=1$.

### The two opposing parts

The Hartree sum is

$$\tfrac12(m+d|m+d)+\tfrac12(m-d|m-d)=(m|m)+(d|d).$$

Under reflection in the molecular plane $\Delta$ is even and $\sigma\pi$ is odd, so $(\Delta|\sigma\pi)=0$ and

$$(d|d)=z^2(\Delta|\Delta)+x^2(\sigma\pi|\sigma\pi).$$

The integrals are $(m|m)=0.5620$, $(\Delta|\Delta)=0.0450$ and $(\sigma\pi|\sigma\pi)=0.0605$ hartree. Relative to sigma-pi, the Hartree contribution to $E_{\rm PZ}$ is

$$\Delta E_{\rm Hartree}=-2\left[(z^2-1)(\Delta|\Delta)+x^2(\sigma\pi|\sigma\pi)\right].$$

It equals $-2(0.0605-0.0450)=-0.031$ hartree for bent bonds and $+2(0.0450)=+0.090$ hartree at the centre. This part favours the rim, and on the rim it favours bent bonds.

Exchange acts in the opposite direction. Its energy density $-Cn^{4/3}$, with $C>0$, has the second derivative $-\frac49Cn^{-2/3}<0$ and is concave. In $E_{\rm PZ}$ it enters with a minus sign, so its contribution $F(x,z)$ is convex. It is also even, because $(x,z)\to(-x,-z)$ interchanges $n_1$ and $n_2$. Hence

$$F(0,0)\le\tfrac12\left[F(x,z)+F(-x,-z)\right]=F(x,z),$$

and exchange favours the centre. With correlation included, the centre was still the lowest of 49 computed points for this part.

Numerical integration with the other six orbitals fixed gives, relative to sigma-pi:

| Pair | Hartree (mEh) | xc (mEh) | Sum (mEh) |
|---|---:|---:|---:|
| bent | −31 | +19 | −12 |
| centre | +90 | −116 | −26 |

Here 1 mEh is 0.001 hartree. The xc column is evaluated on the second-finest integration grid. A grid of intermediate size, used for the 49-point scan and for some checks below, is doubtful: it contains points of negative weight, and these were discarded when it was screened. This misplaces the centre of the disc by 1.7 mEh, the relative energy of the lowest complex set below by 1.6 mEh and that of the canonical orbitals by 12 mEh. With those points kept, the errors fall to about 0.02 mEh. The integrals in the Hartree column are evaluated without a grid. The table shows how the two parts compete; the ranking rests on the optimised energies that follow.

### All eight orbitals

The CH and core orbitals can adapt to the choice made for the double bond. Let $v_i=v_{\rm H}[n_i]+v_{\rm xc}[n_i,0]$. Since $\delta n_i=2\,{\rm Re}(\varphi_i^*\delta\varphi_i)$,

$$\delta E_{\rm PZ}=-4\,{\rm Re}\sum_i\langle\varphi_i|v_i|\delta\varphi_i\rangle .$$

A small unitary rotation of orbitals $i$ and $j$ is $\delta\varphi_j=\alpha\varphi_i$, $\delta\varphi_i=-\alpha^*\varphi_j$, with a small complex number $\alpha$. Inserting it gives

$$\delta E_{\rm PZ}=-4\,{\rm Re}\left[\alpha\langle\varphi_j|v_j|\varphi_i\rangle-\alpha^*\langle\varphi_i|v_i|\varphi_j\rangle\right].$$

The second term has the same real part as its complex conjugate, $\alpha\langle\varphi_j|v_i|\varphi_i\rangle$. Therefore

$$\delta E_{\rm PZ}=-4\,{\rm Re}\left[\alpha\langle\varphi_j|v_j-v_i|\varphi_i\rangle\right],$$

and as $\alpha$ is arbitrary, a stationary set obeys

$$\langle\varphi_j|v_i-v_j|\varphi_i\rangle=0\quad\text{for every pair }i,j .$$

For a sigma orbital and pi this holds by symmetry: both potentials are even under reflection in the molecular plane, while the product of the orbitals is odd. Sigma-pi separation is thus always stationary against sigma-pi mixing, whether or not it is a minimum. Real sets have a similar property. Complex conjugation leaves all densities unchanged, so the energy is even in an imaginary displacement from a real set, and its first derivative vanishes. A search started from real orbitals with this gradient stays real. Second derivatives are needed in both cases.

The energy was minimised by a quasi-Newton method over $U=U_0e^A$ with $A^\dagger=-A$, under different restrictions. The final energies, on the finest grid, are:

| Orbital set | $E_{\rm PZ}$ (hartree) | Relative (mEh) |
|---|---:|---:|
| sigma-pi, real | −78.8321 | 0.0 |
| real, from bent bonds | −78.8449 | −12.9 |
| complex, lowest found | −78.8596 | −27.6 |

These relative energies change by less than 0.01 mEh on the next smaller grid, and by about 0.03 mEh at most on the small grid used for the search. One search that allowed complex mixtures among the sigma orbitals while pi was kept apart, started near the real sigma-pi set, led back to the real sigma-pi energy. Near that set, the gain thus requires mixing with pi.

The unmodified canonical LSDA orbitals give −76.526 hartree, which is 2.3 hartree above the sigma-pi set and even above $E_{\rm LSDA}$. About 1.84 hartree of this gap is removed by localising the two carbon 1s orbitals alone. The remaining 0.47 hartree is still far larger than the differences within the double bond.

### Which stationary sets are minima

Second derivatives were obtained on the small search grid from finite differences of the gradient along the 28 real and 28 imaginary pair rotations. The lowest curvatures, in hartree/rad², are:

| Set | Real modes | Imaginary modes |
|---|---:|---:|
| sigma-pi | −0.15 | −0.45 |
| real, from bent bonds | +0.08 | −0.36 |

The sigma-pi set is a saddle point even among real sets. The bent set is a minimum among real sets and a saddle point once complex coefficients are allowed. For the complex set the lowest curvature over all 56 modes is +0.06, so it is a local minimum.

The second decimal of the sigma-pi values should not be trusted. At the nodal plane of pi, exchange varies as $|\varphi|^{8/3}$, whose second derivative $|\varphi|^{2/3}$ has a cusp; poor resolution of this cusp by the grid is the suspected but untested reason. For direct real mixing of the CC sigma orbital with pi, two step sizes, on the search grid and on the doubtful intermediate grid, gave values from −0.11 to −0.14. On the second-finest grid the value runs from −0.110 to −0.095 as the step grows from 0.003 to 0.1 rad. The sign is the same in all of them.

Three complex searches, started from the bent set, from the centre of the disc and from a random unitary matrix, ended within about 0.01 mEh of each other when evaluated on the doubtful intermediate grid, where all three lie near −29.2 mEh instead of the −27.6 mEh of the finest grid. This supports the complex set as the global minimum at the frozen density, but does not prove it.

### The shape of the lowest set

The following shape data come from the small search grid. In the lowest set the two CC orbitals have half pi character each, and their centroids lie 0.13 Å above and below the molecular plane. In the real bent set this distance is 0.31 Å. The lowest pair has $r=0.37$. Read with the two-orbital formula at $z=0$, this means $|x|=|\cos\chi|=0.37$, or a relative phase of about 68°. The orbitals are therefore neither real bent bonds ($r=1$) nor the symmetric complex pair ($r=0$), but bent bonds with a large imaginary admixture. The CH orbitals are almost real, with $r=0.994$, and the cores are real to the digits computed.

The 49-point scan with fixed neighbours had its lowest point at the centre instead. A scan in steps of 5° on the second-finest grid agrees: at $\theta=45°$ the energy falls from −25.2 mEh at $\chi=60°$ to −25.7 mEh at 70° and −25.8 mEh at 90°. The shift away from the centre therefore needs mixing with the other orbitals, which lowers the energy by a further 1.8 mEh. Since the profile is so flat near the centre, the shape is sensitive to the basis: in 6-311G** the lowest pair has $r=0.30$ and centroids 0.11 Å from the plane.

A single complex orbital can carry a current. The determinant as a whole carries none, because its density matrix is the real one it had before the rotation.

## Comparison of the two

Scaling predicted Hartree and exchange contributions of nearly equal size and opposite sign. The signs of the two parts are right and so is their order of magnitude, but the cancellation is incomplete, and for the complex pair scaling gave the wrong sign for their sum. For bent bonds the xc part returns about 0.6 of the Hartree gain; at the centre it exceeds the Hartree cost by a factor of about 1.3. In the cc-pVDZ and 6-311G** bases the first ratio is about 0.7 and the second stays near 1.3. In both cases the remainder lowers the energy, and the optimised energies confirm this order independently of that column.

The estimate neglects correlation and treats the changes as uniform scalings, which they are not. Mixing sigma with pi at a phase of 90° removes the nodal plane of pi, which no scaling can do. That the local functional favours the complex pair mainly for this reason is plausible, but it is a conjecture here.

The answer to the question is that the lowest set found is complex. Going from sigma-pi to real bent bonds lowers the energy by 12.9 mEh (0.35 eV), and allowing complex coefficients lowers it by a further 14.7 mEh (0.40 eV). A search restricted to real orbitals that ends at the bent bonds misses more than half of the total gain, and one started from symmetric orbitals can stop earlier, on a saddle point such as sigma-pi. These values belong to LSDA, to this small basis and to the frozen density. They are not converged with the basis: the two steps are about 11.8 and 14.5 mEh in cc-pVDZ and about 10.4 and 15.9 mEh in 6-311G**, shifts of up to 2.5 mEh, while the order of the three sets and the share of more than one half remain. Another functional can change the balance between the two parts, and the order would have to be computed again.
